# High-field truncation of the dipolar coupling for like and unlike spins: a program that tests the result

```python
"""
Result under test: the dipolar coupling of spins I and S (divided by hbar),
    V = d [I.S - 3 (I.n)(S.n)] = d (A + B + C + D + E + F),
is truncated in a high field along z to
    (b/2)(3 Iz Sz - I.S)  for like spins   (equal Larmor frequencies),
    (b/2)(2 Iz Sz)        for unlike spins (well separated frequencies),
with d = mu0 gI gS hbar/(4 pi r^3), b = d (1 - 3 cos^2 theta),
n = unit vector (theta, phi) along the pair, gI, gS = gyromagnetic ratios.
The Zeeman term is wI Iz + wS Sz with w = -g B0. Rates are in rad/s.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# Dipolar tensor from its definition: minus the second derivatives of 1/r.
x, y, z = sp.symbols("x y z", real=True)
hessian = sp.hessian(1 / sp.sqrt(x**2 + y**2 + z**2), (x, y, z))
dipole_tensor = sp.lambdify((x, y, z), -hessian, "numpy")


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m)]


def pair_operators(j_i, j_s):
    one_i, one_s = np.eye(int(2 * j_i + 1)), np.eye(int(2 * j_s + 1))
    spin_i = [np.kron(op, one_s) for op in spin_matrices(j_i)]
    spin_s = [np.kron(one_i, op) for op in spin_matrices(j_s)]
    return spin_i, spin_s


def full_coupling(spin_i, spin_s, theta, phi):
    """Coupling for d = 1, built from the derivative tensor at r = 1."""
    n = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
         np.cos(theta))
    tensor = np.array(dipole_tensor(*n), dtype=float)
    return sum(tensor[a, c] * spin_i[a] @ spin_s[c]
               for a in range(3) for c in range(3))


def alphabet(spin_i, spin_s, theta, phi):
    """The six derived operators for d = 1."""
    ip, sp_ = spin_i[0] + 1j * spin_i[1], spin_s[0] + 1j * spin_s[1]
    im, sm = ip.conj().T, sp_.conj().T
    iz, sz = spin_i[2], spin_s[2]
    c, s = np.cos(theta), np.sin(theta)
    geometry = 1 - 3 * c**2
    op_c = -1.5 * (ip @ sz + iz @ sp_) * s * c * np.exp(-1j * phi)
    op_e = -0.75 * ip @ sp_ * s**2 * np.exp(-2j * phi)
    return {"A": geometry * iz @ sz,
            "B": -0.25 * geometry * (ip @ sm + im @ sp_),
            "C": op_c, "D": op_c.conj().T,
            "E": op_e, "F": op_e.conj().T}


def graded_part(matrix, spin_i, spin_s, p, q):
    """Elements that raise m_I by p and m_S by q."""
    mi, ms = np.diag(spin_i[2]).real, np.diag(spin_s[2]).real
    mask = (np.isclose(mi[:, None] - mi[None, :], p)
            & np.isclose(ms[:, None] - ms[None, :], q))
    return matrix * mask


def secular_part(matrix, zeeman):
    """Projection onto the degenerate levels of the Zeeman term."""
    e = np.diag(zeeman).real
    mask = abs(e[:, None] - e[None, :]) < 1e-9 * abs(e).max()
    return matrix * mask


def truncated_like(spin_i, spin_s, b):
    dot = sum(spin_i[k] @ spin_s[k] for k in range(3))
    return b / 2 * (3 * spin_i[2] @ spin_s[2] - dot)


def truncated_unlike(spin_i, spin_s, b):
    return b / 2 * (2 * spin_i[2] @ spin_s[2])


def propagator(hamiltonian, t):
    e, v = np.linalg.eigh(hamiltonian)
    return (v * np.exp(-1j * e * t)) @ v.conj().T


def norm(matrix):
    return np.linalg.norm(matrix, 2)


# Operator tests for several spins and directions.
letters_by_grade = {"A": [(0, 0)], "B": [(1, -1), (-1, 1)],
                    "C": [(1, 0), (0, 1)], "D": [(-1, 0), (0, -1)],
                    "E": [(1, 1)], "F": [(-1, -1)]}
for j_i, j_s in [(0.5, 0.5), (1, 1.5)]:
    I, S = pair_operators(j_i, j_s)
    for th, ph in [(0.4, 1.1), (1.3, -2.0), (2.5, 0.3)]:
        V = full_coupling(I, S, th, ph)
        ops = alphabet(I, S, th, ph)
        assert np.allclose(sum(ops.values()), V, atol=1e-12)
        for letter, grades in letters_by_grade.items():
            part = sum(graded_part(V, I, S, p, q) for p, q in grades)
            assert np.allclose(part, ops[letter], atol=1e-12)
        w_i, w_s = 4.0, 1.0
        H0 = w_i * I[2] + w_s * S[2]
        for p in (-1, 0, 1):
            for q in (-1, 0, 1):
                part = graded_part(V, I, S, p, q)
                assert np.allclose(H0 @ part - part @ H0,
                                   (p * w_i + q * w_s) * part, atol=1e-12)
        b_unit = 1 - 3 * np.cos(th)**2
        assert np.allclose(secular_part(V, I[2] + S[2]),
                           truncated_like(I, S, b_unit), atol=1e-12)
        assert np.allclose(secular_part(V, H0),
                           truncated_unlike(I, S, b_unit), atol=1e-12)
        # Opposite Larmor frequencies: double flips survive instead.
        assert np.allclose(secular_part(V, I[2] - S[2]),
                           ops["A"] + ops["E"] + ops["F"], atol=1e-12)

# Worked example: spin-1/2 pairs.
two_pi = 2 * np.pi
gamma_p = const.physical_constants["proton gyromag. ratio"][0]
gamma_ratio = 0.25
distance = 2.0e-10
theta, phi = np.radians(30.0), np.radians(40.0)
field = 10.0
time = 1.0e-4
I, S = pair_operators(0.5, 0.5)
V_unit = full_coupling(I, S, theta, phi)
geometry = 1 - 3 * np.cos(theta)**2


def strong_lines(hamiltonian, detector):
    e, v = np.linalg.eigh(hamiltonian)
    m = abs(v.conj().T @ detector @ v)**2
    return sorted(e[k] - e[i] for i in range(4) for k in range(i + 1, 4)
                  if m[i, k] > 0.1)


def flip_flop(w_i, w_s, V, b):
    """Exact transfer |+-> to |-+> at the predicted time of its maximum."""
    delta = w_i - w_s
    t_max = np.pi / np.sqrt(delta**2 + b**2 / 4)
    U = propagator(w_i * I[2] + w_s * S[2] + V, t_max)
    exact = abs(U[2, 1])**2
    formula = (b / 2)**2 / (delta**2 + (b / 2)**2)
    return exact, formula


print(f"distance = {distance * 1e10:.1f} angstrom")
print(f"theta = {np.degrees(theta):.1f} deg, phi = {np.degrees(phi):.1f} deg")
print(f"field = {field:.1f} T, evolution time = {time * 1e6:.0f} us")
print(f"gamma of model spin / gamma of proton = {gamma_ratio:.2f}")
print(f"1 - 3 cos^2(theta) = {geometry:.4f}")

saved = {}
for name, ratio in [("like", 1.0), ("unlike", gamma_ratio)]:
    d = (const.mu_0 * gamma_p**2 * ratio * const.hbar
         / (4 * np.pi * distance**3))
    b = d * geometry
    V = d * V_unit
    w_i, w_s = -gamma_p * field, -gamma_p * ratio * field
    H0 = w_i * I[2] + w_s * S[2]
    like_form = truncated_like(I, S, b)
    unlike_form = truncated_unlike(I, S, b)
    right, wrong = ((like_form, unlike_form) if name == "like"
                    else (unlike_form, like_form))

    # Interaction-frame propagator against the truncated one.
    U_int = propagator(-H0, time) @ propagator(H0 + V, time)
    error = norm(U_int - propagator(right, time))
    wrong_error = norm(U_int - propagator(wrong, time))
    g = 0.0
    for p in (-1, 0, 1):
        for q in (-1, 0, 1):
            frequency = p * w_i + q * w_s
            if abs(frequency) > 1e-9 * abs(w_i):
                g += 2 * norm(graded_part(V, I, S, p, q)) / abs(frequency)
    bound = g * (1 + time * (norm(right) + norm(V)))
    assert error <= bound < 0.01
    assert wrong_error > 0.5

    # Level errors of the truncation must fall as 1/field.
    level_errors = []
    for scale in (0.1, 1.0):
        exact_levels = np.linalg.eigvalsh(scale * H0 + V)
        secular_levels = np.linalg.eigvalsh(scale * H0 + right)
        level_errors.append(abs(exact_levels - secular_levels).max())
    assert abs(level_errors[0] / level_errors[1] - 10) < 0.2

    # Doublet of the complete Hamiltonian.
    detector = I[0] + S[0] if name == "like" else I[0]
    lines = strong_lines(H0 + V, detector)
    assert len(lines) == 2
    splitting = lines[1] - lines[0]
    predicted = (1.5 if name == "like" else 1.0) * abs(b)
    assert abs(splitting - predicted) < 5 * d**2 / abs(w_s)
    if name == "unlike":
        s_lines = strong_lines(H0 + V, S[0])
        assert len(s_lines) == 2
        assert abs(s_lines[1] - s_lines[0] - abs(b)) < 5 * d**2 / abs(w_s)

    print(f"[{name}] |wI|/2pi = {abs(w_i) / two_pi / 1e6:.2f} MHz, "
          f"|wS|/2pi = {abs(w_s) / two_pi / 1e6:.2f} MHz")
    print(f"[{name}] d/2pi = {d / two_pi / 1e3:.4f} kHz")
    print(f"[{name}] b/2pi = {b / two_pi / 1e3:.4f} kHz")
    print(f"[{name}] exact splitting = {splitting / two_pi / 1e3:.4f} kHz")
    print(f"[{name}] truncated splitting = "
          f"{predicted / two_pi / 1e3:.4f} kHz")
    print(f"[{name}] exact splitting / |b| = {splitting / abs(b):.4f}")
    print(f"[{name}] largest level error at {0.1 * field:.0f} T = "
          f"{level_errors[0] / two_pi:.3f} Hz")
    print(f"[{name}] largest level error at {field:.0f} T = "
          f"{level_errors[1] / two_pi:.4f} Hz")
    print(f"[{name}] propagator error = {error:.2e}, bound = {bound:.2e}")
    print(f"[{name}] error with the other truncation = {wrong_error:.3f}")
    saved[name] = (w_i, w_s, V, b, d)

# Crossover: a frequency difference delta inside the proton pair.
w0, _, V, b, d = saved["like"]
for multiple in (0.0, 0.5, 1.0, 10.0):
    delta = multiple * abs(b)
    w_i, w_s = w0 + delta / 2, w0 - delta / 2
    middle = np.linalg.eigvalsh(w_i * I[2] + w_s * S[2] + V)[1:3]
    root = np.sqrt(delta**2 + b**2 / 4)
    formula_levels = np.array([-b / 4 - root / 2, -b / 4 + root / 2])
    assert np.allclose(middle, formula_levels, rtol=0,
                       atol=5 * d**2 / abs(w0))
    exact, formula = flip_flop(w_i, w_s, V, b)
    assert abs(exact / formula - 1) < 1e-2
    print(f"delta/|b| = {multiple:4.1f}: M=0 levels/2pi = "
          f"{middle[0] / two_pi / 1e3:.3f}, "
          f"{middle[1] / two_pi / 1e3:.3f} kHz; "
          f"max flip-flop probability = {exact:.5f}")

w_i, w_s, V, b, d = saved["unlike"]
exact, formula = flip_flop(w_i, w_s, V, b)
assert abs(exact / formula - 1) < 1e-2
print(f"[unlike] max flip-flop probability = {exact:.2e}")

print("verified")
```

Running it gives:

```
distance = 2.0 angstrom
theta = 30.0 deg, phi = 40.0 deg
field = 10.0 T, evolution time = 100 us
gamma of model spin / gamma of proton = 0.25
1 - 3 cos^2(theta) = -1.2500
[like] |wI|/2pi = 425.77 MHz, |wS|/2pi = 425.77 MHz
[like] d/2pi = 15.0150 kHz
[like] b/2pi = -18.7688 kHz
[like] exact splitting = 28.1532 kHz
[like] truncated splitting = 28.1532 kHz
[like] exact splitting / |b| = 1.5000
[like] largest level error at 1 T = 1.210 Hz
[like] largest level error at 10 T = 0.1210 Hz
[like] propagator error = 7.77e-05, bound = 1.71e-03
[like] error with the other truncation = 1.991
[unlike] |wI|/2pi = 425.77 MHz, |wS|/2pi = 106.44 MHz
[unlike] d/2pi = 3.7538 kHz
[unlike] b/2pi = -4.6922 kHz
[unlike] exact splitting = 4.6922 kHz
[unlike] truncated splitting = 4.6922 kHz
[unlike] exact splitting / |b| = 1.0000
[unlike] largest level error at 1 T = 0.184 Hz
[unlike] largest level error at 10 T = 0.0184 Hz
[unlike] propagator error = 2.72e-05, bound = 3.16e-04
[unlike] error with the other truncation = 0.720
delta/|b| =  0.0: M=0 levels/2pi = -0.000, 9.384 kHz; max flip-flop probability = 1.00000
delta/|b| =  0.5: M=0 levels/2pi = -1.944, 11.328 kHz; max flip-flop probability = 0.50000
delta/|b| =  1.0: M=0 levels/2pi = -5.800, 15.184 kHz; max flip-flop probability = 0.20000
delta/|b| = 10.0: M=0 levels/2pi = -89.269, 98.653 kHz; max flip-flop probability = 0.00249
[unlike] max flip-flop probability = 5.40e-11
verified
```
